\section*{Which in-plane strain to clamp: threading segments in a relaxing film}

\section{The film and the setting}

A crystalline film is stretched to match its substrate. Dislocations that thread through it glide sideways, and each leaves a misfit dislocation line at the interface. The lines relieve part of the stretch, and they also stand in the way of segments gliding at right angles. The film ends up partly relaxed.

Suppose its bands, phonons or elastic response are to be computed in a small periodic cell. Electronic-structure programs can hold the two in-plane lattice vectors fixed and relax the third. For a coherent film the clamped strain is the mismatch
\begin{equation}
f=\frac{a_{\rm sub}-a_{\rm film}}{a_{\rm film}} .
\end{equation}
For a partly relaxed film it is the elastic remainder
\begin{equation}
e_{xx}=f-\varepsilon^p_{xx},\qquad e_{yy}=f-\varepsilon^p_{yy},
\label{eq:clamp}
\end{equation}
because the rigid substrate fixes the total in-plane strain at $f$, and total strain is elastic plus plastic. The plastic part $\varepsilon^p$ comes from a simulation of the gliding segments. Tensile strain is positive, so a positive in-plane $\varepsilon^p$ relieves a film with $f>0$.

\section{Plastic strain from swept area}

The periodic film has area $S$, thickness $h$ and volume $V=Sh$. Segments of one family glide along $x$, those of the other along $y$. The Burgers vector has length $b$ and is perpendicular to the misfit line; the slip plane makes an angle $\theta=45^\circ$ with the interface. This is the geometry of $\{110\}\langle1\bar10\rangle$ slip in a (001) rock-salt film.

Slip by $\mathbf b$ across an area $\mathbf A$ contributes the mean strain
\begin{equation}
\varepsilon^p_{ij}=\frac{1}{2V}\sum_k\left(b_{k,i}A_{k,j}+A_{k,i}b_{k,j}\right).
\label{eq:area}
\end{equation}
For travel $s$ along $+x$, the swept parallelogram has edges $s\hat{\mathbf x}$ and $(0,h\cot\theta,h)$. Their cross product and the relieving Burgers vector are
\begin{equation}
\mathbf A=sh(0,-1,\cot\theta),\qquad
\mathbf b=-b(0,\cos\theta,\sin\theta).
\end{equation}
Thus $|\mathbf A|=sh/\sin\theta$, and $\mathbf b\cdot\mathbf A=0$, as glide requires. The components are
\begin{align}
\varepsilon^p_{yy}&=\frac{b_yA_y}{V}=\frac{b\cos\theta\,s}{S},\\
\varepsilon^p_{zz}&=\frac{b_zA_z}{V}=-\frac{b\cos\theta\,s}{S},\\
\varepsilon^p_{yz}&=\frac{b_yA_z+b_zA_y}{2V}
=\frac{bs(\sin^2\theta-\cos^2\theta)}{2S\sin\theta}=0 .
\end{align}
For travel along $-x$ both vectors change sign and the products do not. With total travels $\Lambda_x$ and $\Lambda_y$, and $b_e=b\cos\theta$,
\begin{equation}
\varepsilon^p_{yy}=\frac{b_e\Lambda_x}{S},\qquad
\varepsilon^p_{xx}=\frac{b_e\Lambda_y}{S}.
\label{eq:length}
\end{equation}
No speed law or blocking rule has entered. These decide how far the segments travel, not how travel becomes strain.

\section{Stress and speed}

For an isotropic film with a free surface, $\sigma_{zz}=0$. Hooke's law reads $e_{yy}=(\sigma_{yy}-\nu\sigma_{xx})/E$, and likewise for $xx$. Solving the pair with $E=2\mu(1+\nu)$ gives
\begin{equation}
\sigma_{yy}=M(e_{yy}+\nu e_{xx}),\qquad M=\frac{2\mu}{1-\nu}.
\end{equation}
In the mean-field model the energy is that of a uniformly strained film plus a line energy $W$ per length:
\begin{equation}
U=\frac{ShM}{2}\left(e_{xx}^2+e_{yy}^2+2\nu e_{xx}e_{yy}\right)+W(\Lambda_x+\Lambda_y).
\end{equation}
An edge dislocation exerts the shear stress $\mu b/[2\pi(1-\nu)r]$ on its slip plane. Half the work of slipping by $b$ against it, between a core radius $b/4$ and the distance $h$, is
\begin{equation}
W=\frac b2\int_{b/4}^{h}\frac{\mu b\,dr}{2\pi(1-\nu)r}
=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac{4h}{b}.
\end{equation}
The core radius is a chosen parameter, and the cut-off at $h$ stands in for the image field of the surface. Carrying the integral along the slip plane to a free surface gives $\ln(8h/b)$ for the same core radius, about 11 per cent more for the film worked below; the form used here then corresponds to a core radius $b/2$. Since $\partial e_{yy}/\partial\Lambda_x=-b_e/S$, the force on an $x$-glider is
\begin{equation}
F=-\frac{\partial U}{\partial\Lambda_x}=h\sigma_{yy}b_e-W .
\end{equation}
Dividing by $b$ and by the segment length $h/\sin\theta$ gives the effective stress
\begin{equation}
\tau=\sigma_{yy}\sin\theta\cos\theta-\frac{W\sin\theta}{bh}.
\end{equation}
The speed is taken as $v=v_0(\tau/\tau_0)^2$ for $\tau>0$, at fixed temperature. If $N_x$ segments are mobile, differentiating Eq.~\eqref{eq:length} gives the Orowan rate $\dot\varepsilon^p_{yy}=b_eN_xv/S$. Arrested segments keep their strain but leave $N_x$.

\section{Periodic cell and events}

If the cell edges lay along the glide directions, a segment would return to its own slip plane after one cell length. The cell is therefore a turned square with lattice vectors $q(13,8)$ and $q(-8,13)$, so $S=233q^2$. A path along $x$ closes when $8n+13m=0$. The smallest solution, $n=13$, $m=-8$, gives the length $(13\cdot13+8\cdot8)q=233q$.

Let $x$-glider $i$ start at $(X_i,Y_i)$ with direction $d_i=\pm1$, and $y$-glider $j$ at $(X_j,Y_j)$ with direction $d_j$. For each lattice vector $\mathbf R$ their paths cross at the travels
\begin{equation}
s_i^*=d_i(X_j+R_x-X_i),\qquad s_j^*=d_j(Y_i-Y_j-R_y),
\end{equation}
if both are positive. These numbers are computed once. When $i$ reaches $s_i^*$, there is a misfit line in its way if $j$ has already travelled beyond $s_j^*$. Segment $i$ then passes if $\tau>\tau_b$ and stops otherwise. The barrier $\tau_b$ is an input; deriving it would need the local field of the line and the image field of the surface.

All mobile segments of a family have the same speed and have therefore advanced equally, so one sorted list per family gives the next arrival. The equations are integrated by a fourth-order Runge--Kutta method with steps of at most 0.2 s. If a step would overshoot an arrival, a root search shortens it to end there.

For $\nu\ge0$, neither effective stress rises as either total travel grows. At fixed $f$, $h$ and $\tau_b$, a stopped segment therefore stays stopped. Growth or a temperature change can release it, and the algorithm would then have to re-examine stopped segments.

\section{Where relaxation ends}

Let each family have $N$ segments, with density $n=N/S$. Before any arrest both families have advanced by $s$, and each in-plane strain is $f-b_ens$. Hence
\begin{equation}
\tau=\tau_i-Ks,\qquad K=\sin\theta\cos\theta\,M(1+\nu)b_en ,
\end{equation}
where $\tau_i$ is the initial effective stress. Arrests become possible at
\begin{equation}
s_b=\frac{\tau_i-\tau_b}{K}.
\label{eq:onset}
\end{equation}
The time follows from $\dot\tau=-Kv_0\tau^2/\tau_0^2$. Dividing by $-\tau^2$ makes the left side the derivative of $1/\tau$, so
\begin{equation}
\frac1\tau=\frac1{\tau_i}+\frac{Kv_0t}{\tau_0^2}.
\label{eq:time}
\end{equation}

After onset the next line met is fatal. Let $\rho$ be the line length per area in one family and $P$ the mobile fraction. For randomly placed lines a segment meets $\rho\,ds$ lines in a distance $ds$. If both families advance alike,
\begin{equation}
\frac{d\rho}{ds}=nP,\qquad \frac{dP}{ds}=-\rho P=-\frac{\rho}{n}\frac{d\rho}{ds}.
\end{equation}
Integrating from $P=1$, $\rho=\rho_b=ns_b$ gives $P=1-(\rho^2-\rho_b^2)/(2n)$. Motion dies out as $P\to0$, which gives the limits
\begin{equation}
\rho_{\rm end}=\sqrt{\rho_b^2+2n},\qquad
e_{\rm end}=f-b_e\sqrt{\rho_b^2+2n}.
\label{eq:end}
\end{equation}
This estimates the average over random films, neglecting correlations between segments, and the speed law has dropped out of it. It holds while $\tau$ stays positive up to the end.

There are two limits. If $2n\ll\rho_b^2$, segments stop soon after onset and the barrier sets the residual strain. If $\tau_b\ge\tau_i$, every encounter is fatal from the start, $\rho_b=0$, and the relief is about $b_e\sqrt{2n}$, set by the segment density. If there is no barrier, Eq.~\eqref{eq:end} does not apply: $\tau$ falls towards zero as $1/t$, and the strain tends to the value at which $\tau=0$.

\section{A worked film}

Take the round values $\mu=100$ GPa, $\nu=0.25$, $b=0.30$ nm, $h=50$ nm, $f=0.0060$, $\tau_b=0.30$ GPa, and $v_0=100$ nm/s at $\tau_0=1$ GPa. Each family has 30 segments at random positions in $S=1.5\times10^6\ \mathrm{nm}^2$, so $n=2\times10^{-5}\ \mathrm{nm}^{-2}$ and $b_e=0.2121$ nm. A path closes after 18\,695 nm, far beyond the longest travel found, 1087 nm.

Initially $\sigma_{yy}=266.7\times1.25\times0.006=2.00$ GPa, which resolves to 1.00 GPa. The line energy, 6.209 nN, takes away 0.293 GPa, leaving $\tau_i=0.707$ GPa. With $K=7.071\times10^{-4}$ GPa/nm, Eq.~\eqref{eq:onset} gives
\begin{equation}
s_b=\frac{0.7073-0.3000}{7.071\times10^{-4}}\ \mathrm{nm}=576\ \mathrm{nm},
\end{equation}
and Eq.~\eqref{eq:time} gives 27.1 s. In the simulation all 60 segments were mobile at 20 s, 45 at 30 s, 23 at 40 s and 6 at 60 s. The last stopped at 113 s. Before the barrier took hold, 199 encounters had been passed.

The total travels were $\Lambda_x=20\,148$ nm and $\Lambda_y=20\,224$ nm. Equation~\eqref{eq:length} gives
\begin{equation}
\varepsilon^p_{yy}=\frac{0.2121\times20\,148}{1.5\times10^6}=0.00285,
\end{equation}
and $\varepsilon^p_{xx}=0.00286$. The total swept area was $2.855\ \mu\mathrm m^2$. Since each length equals its area times $\sin\theta/h$, the two strains must add to
\begin{equation}
\frac{b\sin\theta\cos\theta}{V}A_{\rm tot}
=\frac{0.30\times0.5\times2.855\times10^6}{7.5\times10^7}=0.00571 ,
\end{equation}
as they do. The strain accumulated from the Orowan rate and the tensor of Eq.~\eqref{eq:area}, built from the final positions, differ by about $10^{-15}$ of their value. This shows that mobile and arrested segments were counted correctly; it says nothing about the truth of the speed law or the barrier.

Event detection needs a separate check. The same film was marched in small steps on a map with 1.0 nm pixels, where a segment meets a line when it enters a marked pixel. The reliefs were again 0.00285 and 0.00286, and 59 of the 60 segments stopped within three pixels of their earlier positions.

For Eq.~\eqref{eq:end}, $\rho_b=2\times10^{-5}\times576=0.01152\ \mathrm{nm}^{-1}$, so
\begin{equation}
b_e\rho_{\rm end}=0.2121\sqrt{1.327\times10^{-4}+0.400\times10^{-4}}=0.00279 .
\end{equation}
Ten random films gave a mean relief of 0.00278 with a film-to-film standard deviation of 0.00004. Ten films fix that deviation only roughly; 150 films give the same mean and a deviation of 0.00005. The film followed here lies between one and two deviations above the mean, so one small cell should not be read to the last digit. Without blocking, the same film would have reached a relief of 0.00361 at 113 s, on its way to 0.00424.

The energy shows where the stretch went. Of the initial 900\,000 aJ, 402\,000 aJ were dissipated by glide. The lines hold $6.209\times40\,372\approx251\,000$ aJ, and about 247\,000 aJ remain as mean elastic energy.

\section{Choosing the clamped cell}

For this film Eq.~\eqref{eq:clamp} gives $e_{xx}=0.00314$ and $e_{yy}=0.00315$. With the cell axes along the two line directions, the in-plane vectors are the unstrained film vectors multiplied by $1+e_{xx}$ and $1+e_{yy}$. This slip geometry gives no mean in-plane shear, so their angle is unchanged. Because each family here uses only one of its two conjugate slip planes, the lattice is also tilted against the substrate by $b\sin\theta\,\Lambda/S\approx0.003$ rad per family. This is a rigid rotation that leaves the clamped strains as they are, and it cancels if both planes are used equally.

The third vector should be relaxed to zero normal stress. In the isotropic model this gives
\begin{equation}
e_{zz}=-\frac{\nu}{1-\nu}(e_{xx}+e_{yy})=-\frac{0.00629}{3}=-0.0021 .
\end{equation}
Clamping at the full mismatch would give $-0.0040$ and an elastic energy about $(0.0060/0.003145)^2\approx3.6$ times too large, where 0.003145 is the mean of the two residual strains. The plastic component $\varepsilon^p_{zz}=-0.0057$ must not be imposed on the cell. Slip by a lattice vector shifts one part of the crystal against another and leaves the lattice spacing away from the dislocations unstrained.

The unstrained lattice parameter must come from the same electronic-structure method and settings as the clamped calculation. If it is taken from elsewhere and differs by a fraction $\delta$, the cell carries an extra strain of about $\delta$. A difference of 0.3 per cent would be as large as the residual strain here.

The clamped cell represents the average film. The misfit lines are $S/\Lambda_x\approx74$ nm apart, comparable with the thickness. In an infinite medium the strain at 50 nm from one line is of order $b/[4\pi(1-\nu)r]\approx0.0006$, but the free surface and the neighbouring lines raise it. For long, randomly spaced lines at this density, on a substrate with the elastic constants of the film, $e_{yy}$ scatters about its mean by 0.0011 (root mean square) at mid-thickness, 0.0014 at the surface and 0.0020 at 5 nm from the interface. This is one third to two thirds of the residual strain. A property that varies strongly with strain should therefore be computed at several clamped strains around the mean.

In real films the segment density varies widely. The value here, $2\times10^9\ \mathrm{cm}^{-2}$ per family, is high beside good graded semiconductor buffers, which lie orders of magnitude lower. At one hundredth of it, with the other parameters held fixed, $\rho_b$ is unchanged, Eq.~\eqref{eq:end} moves the residual strain from 0.0032 to 0.0036, and onset takes 100 times longer. Real films also break the assumption of a fixed number of segments, because dislocations nucleate and multiply. Doubling $n$ at fixed $\rho_b$ lowers the residual strain to 0.0029. The barrier matters more: raising $\tau_b$ by 0.1 GPa raises the strain at onset by $0.1/166.7=0.0006$ and, by Eq.~\eqref{eq:end} with the original $n$, the residual strain from 0.0032 to 0.0037. Where a measured in-plane strain of the film exists, it is the better value to clamp; the simulation serves where none does, or to follow the strain in time.
